**Rank-one update of a walker's overlap under a Hirsch field**

A field $x=\pm1$ on one site multiplies a walker row by $b=1+sx\kappa$, where $s=\pm1$ is the spin and $\kappa=\sqrt{1-e^{-\Delta\tau U}}$. With $d=b-1$, overlap matrix $S$, conjugated trial row $u$ and walker row $v$, the overlap ratio is $R=1+d\,v^TS^{-1}u$, and the new inverse is $S^{-1}-d\,(S^{-1}u)(v^TS^{-1})/R$ for $R\neq0$. The program asserts the ratio and the updated densities against explicit sums over many-electron configurations, and the updated inverse against direct inversion, for complex matrices with six sites and three electrons. It also asserts the Hirsch identity on all four site occupations and compares the field-summed ratio with the two-electron operator. In the four-site example the total ratios are 1.0505 and 0.8589, and their half-sum is 0.9547. A second field on another site gives the configuration-sum result when the updated inverse is used, and a slightly different value with the old one. A one-electron case shows a negative ratio, $-0.277$, although the field factor is positive.

## Verification by program

```python
"""
Result under test: a Hirsch field x = +1 or -1 on one site multiplies one row
of a walker by b = exp(-dtau*U/2 + s*x*gamma), cosh(gamma) = exp(dtau*U/2),
with s = +1 for spin up and s = -1 for spin down. With d = b - 1:
    overlap ratio    R = 1 + d * v^T S^-1 u
    updated inverse  S'^-1 = S^-1 - d (S^-1 u)(v^T S^-1) / R
S = trial^dagger walker is the overlap matrix, u the conjugated trial row
and v the walker row at the site. Also d = s*x*kappa, where
kappa = sqrt(1 - exp(-dtau*U)).
The independent road is an explicit sum over many-electron configurations,
together with direct matrix inversion. Energies are in units of hopping t.
"""
from itertools import combinations, product
import numpy as np


def configuration_terms(trial, walker):
    """Products of many-electron amplitudes, one per set of occupied sites."""
    sites, electrons = trial.shape
    return [(c, np.conj(np.linalg.det(trial[list(c)]))
             * np.linalg.det(walker[list(c)]))
            for c in combinations(range(sites), electrons)]


def explicit_overlap(trial, walker, factors=None):
    """Overlap with the operator product_j factors[j]**n_j in between."""
    if factors is None:
        factors = np.ones(trial.shape[0])
    return sum(a * np.prod(factors[list(c)])
               for c, a in configuration_terms(trial, walker))


def explicit_density(trial, walker, site):
    terms = configuration_terms(trial, walker)
    return sum(a for c, a in terms if site in c) / sum(a for c, a in terms)


def scale_row(walker, site, b):
    changed = walker.copy()
    changed[site] *= b
    return changed


def rank_one_update(inverse, trial, walker, site, d):
    u, v = trial[site].conj(), walker[site]
    column, row = inverse @ u, v @ inverse
    g = v @ column
    ratio = 1 + d * g
    return g, ratio, inverse - d * np.outer(column, row) / ratio


def show(matrix):
    return "[" + "; ".join(" ".join(f"{z:.5f}" for z in r)
                           for r in np.atleast_2d(matrix)) + "]"


# Hirsch field parameters
U, dtau = 4.0, 0.05
gamma = np.arccosh(np.exp(dtau * U / 2))
kappa = np.sqrt(1 - np.exp(-dtau * U))


def field_factor(spin, x):
    return np.exp(-dtau * U / 2 + spin * x * gamma)


for n_up, n_dn in product((0, 1), repeat=2):
    average = sum(field_factor(1, x)**n_up * field_factor(-1, x)**n_dn
                  for x in (1, -1)) / 2
    assert abs(average - np.exp(-dtau * U * n_up * n_dn)) < 1e-13
for spin, x in product((1, -1), repeat=2):
    assert abs(field_factor(spin, x) - (1 + spin * x * kappa)) < 1e-13

# General complex matrices: six sites, three electrons
rng = np.random.default_rng(7)


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


trial = np.linalg.qr(random_complex(6, 3))[0]
walker = trial + 0.2 * random_complex(6, 3)
inverse = np.linalg.inv(trial.conj().T @ walker)
green = walker @ inverse @ trial.conj().T
old_overlap = explicit_overlap(trial, walker)
assert abs(old_overlap - np.linalg.det(trial.conj().T @ walker)) < 1e-11
for site, x in product(range(6), (1, -1)):
    b = field_factor(1, x)
    d = b - 1
    g, ratio, updated = rank_one_update(inverse, trial, walker, site, d)
    factors = np.ones(6)
    factors[site] = b
    operator_overlap = explicit_overlap(trial, walker, factors)
    changed = scale_row(walker, site, b)
    # the operator acting on the walker is the same as scaling its row
    for (c, a), (_, a_new) in zip(configuration_terms(trial, walker),
                                  configuration_terms(trial, changed)):
        assert abs(a * np.prod(factors[list(c)]) - a_new) < 1e-11
    assert abs(ratio - operator_overlap / old_overlap) < 1e-9
    assert np.allclose(updated, np.linalg.inv(trial.conj().T @ changed),
                       rtol=1e-9, atol=1e-9)
    assert abs(g - explicit_density(trial, walker, site)) < 1e-9
    for j in range(6):
        if j == site:
            predicted = b * g / ratio
        else:
            predicted = green[j, j] - d * green[j, site] * green[site, j] / ratio
        assert abs(predicted - explicit_density(trial, changed, j)) < 1e-9

# Same occupied space: densities lie in [0, 1] and all ratios are positive
real_trial = rng.normal(size=(6, 3))
same_space = real_trial @ np.array([[2., 1., 0.], [0., 1., 1.], [1., 0., 3.]])
for site in range(6):
    density = explicit_density(real_trial, same_space, site)
    assert -1e-10 < density < 1 + 1e-10
    for x in (1, -1):
        factors = np.ones(6)
        factors[site] = field_factor(1, x)
        assert (explicit_overlap(real_trial, same_space, factors)
                / explicit_overlap(real_trial, same_space)) > 0

# Worked example: four sites, two electrons of each spin
bond_trial = np.array([[1., 0.], [1., 0.], [0., 1.], [0., 1.]])
walkers = {1: np.array([[1., 0.], [2., 1.], [0., 1.], [1., 2.]]),
           -1: np.array([[2., 1.], [1., 0.], [1., 1.], [0., 1.]])}
names = {1: "up", -1: "down"}
site = 1
print(f"U = {U:.1f} t, dtau = {dtau:.2f} / t, dtau*U = {dtau*U:.2f}")
print(f"gamma = {gamma:.6f}, kappa = {kappa:.6f} (dimensionless)")
print(f"b up, x=+1: {field_factor(1, 1):.6f}; x=-1: {field_factor(1, -1):.6f}")
print("trial, both spins (rows = sites):", show(bond_trial))
print("all overlaps and matrices below are dimensionless")
ratios, densities, updated_inverse = {}, {}, {}
for spin in (1, -1):
    phi = walkers[spin]
    S = bond_trial.T @ phi
    S_inv = np.linalg.inv(S)
    name = names[spin]
    print(f"{name}: walker =", show(phi))
    print(f"{name}: S =", show(S))
    print(f"{name}: det S = {np.linalg.det(S):.5f}")
    print(f"{name}: S^-1 =", show(S_inv))
    print(f"{name}: site 2 u =", show(bond_trial[site]),
          "v =", show(phi[site]))
    for x in (1, -1):
        b = field_factor(spin, x)
        g, ratio, new_inv = rank_one_update(S_inv, bond_trial, phi, site, b-1)
        ratios[spin, x], densities[spin] = ratio, g
        changed = scale_row(phi, site, b)
        direct = (explicit_overlap(bond_trial, changed)
                  / explicit_overlap(bond_trial, phi))
        assert abs(ratio - direct) < 1e-12
        assert np.allclose(new_inv, np.linalg.inv(bond_trial.T @ changed),
                           atol=1e-12)
        if x == 1:
            updated_inverse[spin] = new_inv
            new_S = bond_trial.T @ changed
            new_density = explicit_density(bond_trial, changed, site)
    print(f"{name}: mixed density g at site 2 = {densities[spin]:.6f}")
    print(f"{name}: R(x=+1) = {ratios[spin, 1]:.6f},",
          f"R(x=-1) = {ratios[spin, -1]:.6f}")
    print(f"{name}: x=+1, S' =", show(new_S))
    print(f"{name}: x=+1, det S' = {np.linalg.det(new_S):.6f}")
    print(f"{name}: x=+1, S'^-1 =", show(updated_inverse[spin]))
    print(f"{name}: x=+1, new density at site 2 = {new_density:.6f}")

# Sum over the field against the two-electron operator itself
joint = {x: ratios[1, x] * ratios[-1, x] for x in (1, -1)}
mean_ratio = (joint[1] + joint[-1]) / 2
up_terms = configuration_terms(bond_trial, walkers[1])
dn_terms = configuration_terms(bond_trial, walkers[-1])
numerator = sum(a * c * np.exp(-dtau * U * (site in p) * (site in q))
                for p, a in up_terms for q, c in dn_terms)
denominator = sum(a for _, a in up_terms) * sum(c for _, c in dn_terms)
exact_mean = numerator / denominator
assert abs(mean_ratio - exact_mean) < 1e-12
assert abs(1 - kappa**2 * densities[1] * densities[-1] - exact_mean) < 1e-12
assert min(joint.values()) > 0
print(f"total ratio: x=+1 {joint[1]:.6f}, x=-1 {joint[-1]:.6f}")
print(f"half-sum of total ratios = {mean_ratio:.6f}")
print(f"same from two-electron operator = {exact_mean:.6f}")
print(f"probability: x=+1 {joint[1]/(2*mean_ratio):.6f},",
      f"x=-1 {joint[-1]/(2*mean_ratio):.6f}")

# A second field, on site 3, after x=+1 on site 2 (spin up)
b = field_factor(1, 1)
phi = walkers[1]
after_first = scale_row(phi, site, b)
old_inverse = np.linalg.inv(bond_trial.T @ phi)
stale_g, stale_ratio, _ = rank_one_update(old_inverse, bond_trial, phi, 2, b-1)
fresh_g, fresh_ratio, _ = rank_one_update(updated_inverse[1], bond_trial,
                                          after_first, 2, b-1)
both = (explicit_overlap(bond_trial, phi, np.array([1., b, b, 1.]))
        / explicit_overlap(bond_trial, phi))
assert abs(ratios[1, 1] * fresh_ratio - both) < 1e-12
assert abs(ratios[1, 1] * stale_ratio - both) > 1e-4
print(f"up, site 3 density: old inverse {stale_g:.6f}, updated {fresh_g:.6f}")
print(f"up, site 3 R(x=+1): old {stale_ratio:.6f}, updated {fresh_ratio:.6f}")
print(f"up, two-field ratio: old {ratios[1, 1]*stale_ratio:.6f},",
      f"updated {ratios[1, 1]*fresh_ratio:.6f}")
print(f"up, two-field ratio from configurations = {both:.6f}")

# One spin-up electron on two sites: negative and vanishing ratios
small_trial = np.array([[1.], [1.]])
small_walker = np.array([[3.], [-2.]])
b = field_factor(1, -1)
small_S = small_trial.T @ small_walker
small_g, small_ratio, _ = rank_one_update(np.linalg.inv(small_S), small_trial,
                                          small_walker, 0, b-1)
direct = (explicit_overlap(small_trial, scale_row(small_walker, 0, b))
          / explicit_overlap(small_trial, small_walker))
assert abs(small_ratio - direct) < 1e-12 and direct < 0
critical = np.array([[1/kappa], [1 - 1/kappa]])
assert abs(explicit_overlap(small_trial, critical) - 1) < 1e-12
assert abs(explicit_overlap(small_trial, scale_row(critical, 0, b))) < 1e-12
print("one-electron case: trial =", show(small_trial.T),
      "walker =", show(small_walker.T))
print(f"one-electron case: site 1 g = {small_g:.6f}")
print(f"one-electron case: R(x=-1) = {small_ratio:.6f}")
print(f"density at which R(x=-1) vanishes, 1/kappa = {1/kappa:.6f}")
print("verified")
```

Running it gives:

```
U = 4.0 t, dtau = 0.05 / t, dtau*U = 0.20
gamma = 0.454703, kappa = 0.425757 (dimensionless)
b up, x=+1: 1.425757; x=-1: 0.574243
trial, both spins (rows = sites): [1.00000 0.00000; 1.00000 0.00000; 0.00000 1.00000; 0.00000 1.00000]
all overlaps and matrices below are dimensionless
up: walker = [1.00000 0.00000; 2.00000 1.00000; 0.00000 1.00000; 1.00000 2.00000]
up: S = [3.00000 1.00000; 1.00000 3.00000]
up: det S = 8.00000
up: S^-1 = [0.37500 -0.12500; -0.12500 0.37500]
up: site 2 u = [1.00000 0.00000] v = [2.00000 1.00000]
up: mixed density g at site 2 = 0.625000
up: R(x=+1) = 1.266098, R(x=-1) = 0.733902
up: x=+1, S' = [3.85151 1.42576; 1.00000 3.00000]
up: x=+1, det S' = 10.128786
up: x=+1, S'^-1 = [0.29619 -0.14076; -0.09873 0.38025]
up: x=+1, new density at site 2 = 0.703814
down: walker = [2.00000 1.00000; 1.00000 0.00000; 1.00000 1.00000; 0.00000 1.00000]
down: S = [3.00000 1.00000; 1.00000 2.00000]
down: det S = 5.00000
down: S^-1 = [0.40000 -0.20000; -0.20000 0.60000]
down: site 2 u = [1.00000 0.00000] v = [1.00000 0.00000]
down: mixed density g at site 2 = 0.400000
down: R(x=+1) = 0.829697, R(x=-1) = 1.170303
down: x=+1, S' = [2.57424 1.00000; 1.00000 2.00000]
down: x=+1, det S' = 4.148485
down: x=+1, S'^-1 = [0.48210 -0.24105; -0.24105 0.62053]
down: x=+1, new density at site 2 = 0.276845
total ratio: x=+1 1.050478, x=-1 0.858887
half-sum of total ratios = 0.954683
same from two-electron operator = 0.954683
probability: x=+1 0.550171, x=-1 0.449829
up, site 3 density: old inverse 0.375000, updated 0.380254
up, site 3 R(x=+1): old 1.159659, updated 1.161896
up, two-field ratio: old 1.468242, updated 1.471075
up, two-field ratio from configurations = 1.471075
one-electron case: trial = [1.00000 1.00000] walker = [3.00000 -2.00000]
one-electron case: site 1 g = 3.000000
one-electron case: R(x=-1) = -0.277272
density at which R(x=-1) vanishes, 1/kappa = 2.348756
verified
```
